# How a leakage floor distorts the measured subthreshold swing: a program that tests the result

```python
# Result under test: a gate-independent leakage I_L added to a channel
# current I_ch multiplies the local subthreshold swing
#     S = dV_G / d(log10 I)
# by 1 + I_L/I_ch, so a 5 percent error occurs at I_ch = 20 I_L.
# Symbols: n = gate coupling factor, V_t = kT/e, C_ox = oxide capacitance
# per area, q = channel charge / (2 n C_ox V_t) at the source,
# I_s = 2 n mobility C_ox V_t^2 W/L, S_0 = n V_t ln 10.
# Gate voltage is measured from V_T, where V_G/(n V_t) = 2q + ln q.
# SI units inside, except that energies in the band-tail part are in eV.
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit, lambertw

e, k_B, hbar = const.e, const.k, const.hbar
LN10 = np.log(10.0)

# Rough typical parameters of a long-channel silicon n-MOSFET
temperature = 300.0
n = 1.3
oxide_thickness = 5e-9
oxide_permittivity = 3.9
width, length = 10e-6, 1e-6
mobility = 400e-4
drain_bias = 0.5
leak = 10e-12
target = 0.05

V_t = k_B * temperature / e
C_ox = oxide_permittivity * const.epsilon_0 / oxide_thickness
gain = mobility * width / length
I_s = 2 * n * gain * C_ox * V_t**2
S_0 = n * V_t * LN10

# Channel current from its definition: integral of charge over voltage
nodes, weights = np.polynomial.legendre.leggauss(100)
channel_V = 0.5 * drain_bias * (nodes + 1)
channel_w = 0.5 * drain_bias * weights


def channel_current(V_G):
    v = (V_G - n * channel_V) / (n * V_t)
    q_local = lambertw(2 * np.exp(v)).real / 2
    charge = 2 * n * C_ox * V_t * q_local
    return gain * np.sum(channel_w * charge)


def swing(current, V_G, h=2e-4):
    ratio = current(V_G + h) / current(V_G - h)
    return 2 * h / np.log10(ratio)


def charge_from_current(I):
    return 2 * (I / I_s) / (1 + np.sqrt(1 + 4 * I / I_s))


def gate_from_charge(q):
    return n * V_t * (2 * q + np.log(q))


# Closed forms for channel current and channel swing
for q in (1e-5, 1e-3, 0.05, 0.5):
    V = gate_from_charge(q)
    assert np.isclose(channel_current(V), I_s * (q + q*q), rtol=1e-6)
    assert np.isclose(swing(channel_current, V), S_0*(1+q), rtol=1e-4)

# The factor 1 + I_L/I_ch, in weak and moderate inversion, both signs
for V in (-0.45, -0.35, -0.20, -0.05, 0.05):
    I_ch = channel_current(V)
    for floor in (leak, 2 * I_ch, -0.4 * I_ch):
        S_app = swing(lambda x: channel_current(x) + floor, V)
        S_ch = swing(channel_current, V)
        assert np.isclose(S_app / S_ch, 1 + floor / I_ch, rtol=2e-4)


# Search for the 5 percent point using only numerical slopes
def total_current(V_G):
    return channel_current(V_G) + leak


def excess(V_G):
    return swing(total_current, V_G)/swing(channel_current, V_G)-1-target


V_5 = brentq(excess, -0.5, -0.2, xtol=1e-13)
I_5 = channel_current(V_5)
S_ch_5 = swing(channel_current, V_5)
S_app_5 = swing(total_current, V_5)
assert abs(I_5 / leak - 1 / target) < 2e-3
assert np.isclose(S_app_5*(1-leak/total_current(V_5)), S_ch_5, rtol=1e-5)
V_equal = brentq(lambda V: channel_current(V)/leak - 1, -0.6, -0.2)
interval_300 = V_5 - V_equal
assert np.isclose(interval_300, S_0 * np.log10(20), rtol=1e-3)


# Two-point extraction over one decade of channel current
def decade_error(I_low):
    V1 = gate_from_charge(charge_from_current(I_low))
    V2 = gate_from_charge(charge_from_current(10 * I_low))
    bare = np.log10(channel_current(V2) / channel_current(V1))
    seen = np.log10(total_current(V2) / total_current(V1))
    return bare / seen - 1


a = 10 ** (1 / (1 + target))
r_decade = (10 - a) / (a - 1)
assert np.isclose(decade_error(leak / r_decade), target, rtol=1e-4)
decade_error_20 = decade_error(20 * leak)


# Best point and usable window relative to the ideal swing S_0
def best_point(floor):
    def apparent(V):
        return swing(lambda x: channel_current(x) + floor, V) / S_0
    found = minimize_scalar(apparent, bounds=(-0.4, -0.02),
                            method="bounded", options={"xatol": 1e-7})
    return found.x, found.fun - 1


lam = leak / I_s
V_best, error_best = best_point(leak)
I_best = channel_current(V_best)
q_best = np.sqrt(lam)
assert np.isclose(error_best, 2 * q_best, rtol=5e-3)
assert np.isclose(I_best, I_s * (q_best + lam), rtol=2e-2)
root = np.sqrt(target**2 - 4 * lam)
q_high = (target + root) / 2
q_low = lam / q_high
for q in (q_low, q_high):
    S_edge = swing(total_current, gate_from_charge(q))
    assert np.isclose(S_edge / S_0 - 1, target, rtol=2e-3)
I_low, I_high = (I_s * (q + q*q) for q in (q_low, q_high))
floor_max = I_s * target**2 / 4
assert np.isclose(best_point(floor_max)[1], target, rtol=2e-3)
assert best_point(1.2 * floor_max)[1] > target

# Neglected effect: leakage falling by one decade per volt of gate bias
S_leak = -1.0


def total_sloped(V_G):
    return channel_current(V_G) + leak * 10 ** ((V_G - V_5) / S_leak)


r_5 = leak / I_5
error_sloped = swing(total_sloped, V_5) / S_ch_5 - 1
formula = (1 + r_5) / (1 + r_5 * S_ch_5 / S_leak) - 1
assert np.isclose(error_sloped, formula, rtol=1e-3)

# Band-tail model: constant two-dimensional density of states above the
# edge (two valleys, transverse mass) and an exponential tail below it.
tail = 4e-3
mass_ratio = 0.19
dos = 2 * mass_ratio * const.m_e / (np.pi * hbar**2) * e
energy = np.arange(-15000, 40001) * 2e-5
states = dos * np.exp(np.minimum(energy, 0) / tail)


def tail_charge(u, T):
    kT = k_B * T / e
    return e * trapezoid(states * expit((u - energy) / kT), energy)


def tail_current(u, T):
    kT = k_B * T / e
    filling = kT * np.logaddexp(0, (u - energy) / kT)
    diffusion = e * trapezoid(states * filling, energy)
    drift = tail_charge(u, T)**2 / (2 * n * C_ox)
    return gain * (diffusion + drift)


def tail_gate(u, T):
    return n * u + tail_charge(u, T) / C_ox


def tail_swing(u, T, floor=0.0, h=1e-5):
    up = tail_current(u + h, T) + floor
    down = tail_current(u - h, T) + floor
    return (tail_gate(u+h, T) - tail_gate(u-h, T)) / np.log10(up/down)


T_cold = 4.2
# Diffusion-plus-drift formula against direct integration over voltage
for u_source in (-0.03, 0.0):
    u_path = np.linspace(u_source, u_source - 0.08, 401)
    Q_path = np.array([tail_charge(u, T_cold) for u in u_path])
    V_path = (tail_gate(u_source, T_cold) - Q_path/C_ox)/n - u_path
    direct = gain * trapezoid(Q_path, V_path)
    assert np.isclose(direct, tail_current(u_source, T_cold), rtol=3e-3)


def tail_level(I, T):
    return brentq(lambda u: np.log(tail_current(u, T) / I), -0.28, 0.05,
                  xtol=1e-13)


u_5 = tail_level(20 * leak, T_cold)
u_equal = tail_level(leak, T_cold)
S_cold = tail_swing(u_5, T_cold)
S_cold_app = tail_swing(u_5, T_cold, leak)
interval_cold = tail_gate(u_5, T_cold) - tail_gate(u_equal, T_cold)
S_cold_thermal = n * k_B * T_cold / e * LN10
S_cold_tail = n * tail * LN10
assert np.isclose(S_cold_app / S_cold, 1.05, rtol=1e-4)
assert np.isclose(S_cold, S_cold_tail, rtol=1e-2)
assert np.isclose(interval_cold, S_cold * np.log10(20), rtol=1e-2)

# Band filling and tail at 300 K, at the high-current edge of the window
S_filled = tail_swing(tail_level(I_high, temperature), temperature)
filling_shift = S_filled / (S_0 * (1 + q_high)) - 1
assert abs(filling_shift) < 5e-3

# Upper estimate of oxide tunnelling: dense electrons under the whole gate
oxide_drop = 1.0
mean_barrier = 3.1 - oxide_drop / 2
kappa = np.sqrt(2 * 0.4 * const.m_e * mean_barrier * e) / hbar
transmission = np.exp(-2 * kappa * oxide_thickness)
attempt_rate = e / const.h
gate_tunnel = e * 1e17 * width * length * attempt_rate * transmission
assert gate_tunnel < 1e-3 * leak

# Generation leakage follows the intrinsic carrier density
T_hot = 358.0
gap = 1.12
growth = (T_hot / temperature)**1.5 * np.exp(
    gap * e / (2 * k_B) * (1 / temperature - 1 / T_hot))
leak_hot = leak * growth
I_s_hot = I_s * (T_hot / temperature)**2
error_hot = 2 * np.sqrt(leak_hot / I_s_hot)
drain_factor = np.exp(-drain_bias / V_t)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Temperature", temperature, "K")
show("Coupling factor n", n)
show("Oxide thickness", oxide_thickness * 1e9, "nm")
show("Oxide relative permittivity", oxide_permittivity)
show("Oxide capacitance", C_ox * 100, "uF/cm2")
show("Channel width", width * 1e6, "um")
show("Channel length", length * 1e6, "um")
show("Mobility", mobility * 1e4, "cm2/Vs")
show("Drain bias", drain_bias, "V")
show("Leakage floor", leak * 1e12, "pA")
show("Thermal voltage", V_t * 1e3, "mV")
show("Current scale I_s", I_s * 1e6, "uA")
show("Ideal swing S_0", S_0 * 1e3, "mV/decade")
show("5% point: I_ch/I_L from slopes", I_5 / leak)
show("5% point: channel current", I_5 * 1e12, "pA")
show("5% point: total current", (I_5 + leak) * 1e12, "pA")
show("5% point: V_G - V_T", V_5 * 1e3, "mV")
show("5% point: channel swing", S_ch_5 * 1e3, "mV/decade")
show("5% point: apparent swing", S_app_5 * 1e3, "mV/decade")
show("Gate interval I_L to 20 I_L, 300 K", interval_300*1e3, "mV")
show("One decade from 20 I_L: error", decade_error_20*100, "%", 3)
show("One decade, 5% error: lower I_ch/I_L", 1 / r_decade, "", 3)
show("lambda = I_L/I_s", lam, "", 3)
show("Best point: channel current", I_best * 1e9, "nA", 2)
show("Best point: error against S_0", error_best * 100, "%", 2)
show("5% window against S_0: low I_ch", I_low * 1e12, "pA")
show("5% window against S_0: high I_ch", I_high * 1e9, "nA")
show("Largest floor allowing 5%", floor_max * 1e9, "nA", 3)
show("Leakage swing assumed", S_leak * 1e3, "mV/decade")
show("Error at 20 I_L with that slope", error_sloped*100, "%")
show("Filling and tail shift at high edge", filling_shift*100, "%", 2)
show("Oxide voltage in upper estimate", oxide_drop, "V")
show("Oxide field in upper estimate",
     oxide_drop / oxide_thickness / 1e8, "MV/cm")
show("Oxide tunnelling, upper estimate", gate_tunnel, "A", 1)
show("Drain factor exp(-V_D/V_t)", drain_factor, "", 2)
show("Hot temperature", T_hot, "K")
show("Silicon gap used", gap, "eV")
show("Leakage growth, 300 K to hot", growth, "", 2)
show("Hot: channel current for 5%", 20*leak_hot*1e9, "nA", 2)
show("Hot: smallest error against S_0", error_hot*100, "%", 2)
show("Cold temperature", T_cold, "K")
show("Band-tail width", tail * 1e3, "meV")
show("Transverse mass ratio used", mass_ratio)
show("Cold: thermal-only swing", S_cold_thermal*1e3, "mV/decade", 3)
show("Cold: tail formula swing", S_cold_tail*1e3, "mV/decade")
show("Cold: channel swing at 20 I_L", S_cold*1e3, "mV/decade")
show("Cold: apparent swing at 20 I_L", S_cold_app*1e3, "mV/decade")
show("Cold: apparent/channel swing", S_cold_app / S_cold, "", 5)
show("Cold: gate interval I_L to 20 I_L", interval_cold*1e3, "mV")
print("PASS")
```

It prints:

```
Temperature: 300 K
Coupling factor n: 1.3
Oxide thickness: 5 nm
Oxide relative permittivity: 3.9
Oxide capacitance: 0.6906 uF/cm2
Channel width: 10 um
Channel length: 1 um
Mobility: 400 cm2/Vs
Drain bias: 0.5 V
Leakage floor: 10 pA
Thermal voltage: 25.85 mV
Current scale I_s: 4.8 uA
Ideal swing S_0: 77.38 mV/decade
5% point: I_ch/I_L from slopes: 20
5% point: channel current: 200 pA
5% point: total current: 210 pA
5% point: V_G - V_T: -339 mV
5% point: channel swing: 77.39 mV/decade
5% point: apparent swing: 81.26 mV/decade
Gate interval I_L to 20 I_L, 300 K: 100.7 mV
One decade from 20 I_L: error: 1.94 %
One decade, 5% error: lower I_ch/I_L: 7.67
lambda = I_L/I_s: 2.08e-06
Best point: channel current: 6.9 nA
Best point: error against S_0: 0.29 %
5% window against S_0: low I_ch: 200.2 pA
5% window against S_0: high I_ch: 251.8 nA
Largest floor allowing 5%: 3 nA
Leakage swing assumed: -1000 mV/decade
Error at 20 I_L with that slope: 5.408 %
Filling and tail shift at high edge: 0.083 %
Oxide voltage in upper estimate: 1 V
Oxide field in upper estimate: 2 MV/cm
Oxide tunnelling, upper estimate: 8e-22 A
Drain factor exp(-V_D/V_t): 4e-09
Hot temperature: 358 K
Silicon gap used: 1.12 eV
Leakage growth, 300 K to hot: 44
Hot: channel current for 5%: 8.7 nA
Hot: smallest error against S_0: 1.6 %
Cold temperature: 4.2 K
Band-tail width: 4 meV
Transverse mass ratio used: 0.19
Cold: thermal-only swing: 1.08 mV/decade
Cold: tail formula swing: 11.97 mV/decade
Cold: channel swing at 20 I_L: 11.99 mV/decade
Cold: apparent swing at 20 I_L: 12.59 mV/decade
Cold: apparent/channel swing: 1.05
Cold: gate interval I_L to 20 I_L: 15.59 mV
PASS
```
